# Transmutation free energies: one-sided bias and two derivations of Bennett's equation

Forty virtual transmutations of an A atom into a B atom, made in a model alloy chain at $kT=0.004$ hartree, give a free-energy change that is too high by $0.055\,kT$ on average. Forty transmutations in the opposite direction, analysed in the same way, give it too low by $0.057\,kT$. The part of the free-energy change that has to be sampled is only $0.057\,kT$ in this chain, through a near cancellation described below; the full change, with its counting and mass terms, is $-0.51\,kT$. Twenty transmutations of each kind, combined by Bennett's equation, show no bias larger than the sampling noise of about $0.002\,kT$, and their root-mean-square error is $0.22\,kT$ instead of $0.33\,kT$. The samples are independent and correctly distributed in all three cases, so the difference lies in which states are sampled and in how the samples are combined.

## What a virtual transmutation measures

Consider a classical alloy in $d$ dimensions at fixed temperature and volume, with $\beta=1/kT$. State 0 has $N_A$ atoms of A and $N_B$ of B. State 1 has $N_A-1$ and $N_B+1$. The partition function of state 0 is

$$Q_0=\frac{1}{N_A!\,N_B!\,\Lambda_A^{dN_A}\Lambda_B^{dN_B}}\int e^{-\beta U_0}\,d\mathbf r,\qquad \Lambda_s=\frac{h}{\sqrt{2\pi m_s kT}} .$$

Choose one A atom and change its species while all positions stay frozen. The energy goes from $U_0$ to $U_1$, and we define $w=\beta(U_1-U_0)$. Both states are integrals over the same positions, so

$$\frac{\int e^{-\beta U_1}d\mathbf r}{\int e^{-\beta U_0}d\mathbf r}
=\frac{\int e^{-w}e^{-\beta U_0}d\mathbf r}{\int e^{-\beta U_0}d\mathbf r}
=\langle e^{-w}\rangle_0\equiv e^{-g}.$$

The factorials contribute $N_A!\,N_B!/[(N_A-1)!\,(N_B+1)!]=N_A/(N_B+1)$. The wavelengths contribute $(\Lambda_A/\Lambda_B)^d=(m_B/m_A)^{d/2}$. With $F=-kT\ln Q$,

$$\Delta\mu=F_1-F_0=kT\,g-kT\ln\frac{N_A}{N_B+1}-\frac d2\,kT\ln\frac{m_B}{m_A}.\tag{1}$$

This is a finite difference at fixed total number of atoms. It tends to $\mu_B-\mu_A$ in a large system, where the second term becomes the ideal mixing term $kT\ln(x_B/x_A)$, with $x_s$ the atomic fractions. Only $g$ has to be sampled.

If atoms occupy ordered sites, the factorials are replaced by a sum over arrangements, and the same factor follows by counting. Pair each arrangement of state 0 with one of its A atoms. Every arrangement of state 0 then appears $N_A$ times, and every arrangement of state 1, reached by the change, appears $N_B+1$ times. Below, $x$ denotes a configuration together with its chosen atom. In state 1 the chosen atom is one of the B atoms, and $w$ is still $\beta(U_1-U_0)$.

The normalized densities $\rho_0\propto e^{-\beta U_0}$ and $\rho_1\propto e^{-\beta U_1}$ on this common space satisfy

$$\rho_1(x)=e^{g-w(x)}\rho_0(x).\tag{2}$$

Multiplying by $e^{w}$ and integrating gives the reverse formula $e^{g}=\langle e^{w}\rangle_1$.

## Why one-sided estimates are biased

From $n$ independent samples of state 0, form $\bar m=n^{-1}\sum_i e^{-w_i}$. Its expectation is $e^{-g}$, so the exponential average is an unbiased estimate of the ratio of integrals. The free energy needs its logarithm, $\hat g_F=-\ln\bar m$. Since $-\ln$ is strictly convex, Jensen's inequality gives

$$E[\hat g_F]\ge-\ln E[\bar m]=g,$$

with equality only if $w$ does not fluctuate. For the size of the bias write $\bar m=e^{-g}(1+\epsilon)$. Then $E[\epsilon]=0$ and $E[\epsilon^2]=v_0/n$, where $v_0=\langle e^{-2w}\rangle_0/\langle e^{-w}\rangle_0^2-1$. Expanding $-\ln(1+\epsilon)=-\epsilon+\epsilon^2/2-\dots$ gives

$$E[\hat g_F]-g\simeq\frac{v_0}{2n}.$$

The reverse estimator $\hat g_R=+\ln(n^{-1}\sum_i e^{w_i})$ carries the opposite sign in front of the logarithm. Its leading bias is $-v_1/(2n)$, with $v_1$ the relative variance of $e^{w}$ in state 1.

At small $n$ the expansion can be avoided. The integral

$$\ln m=\int_0^\infty\frac{e^{-t}-e^{-tm}}{t}\,dt$$

holds because both sides vanish at $m=1$ and have derivative $1/m$. Let $y=e^{g-w}$, which has unit mean in state 0. For independent samples the expectation of $e^{-t\bar y}$ is $\langle e^{-ty/n}\rangle_0^n$, hence

$$E[\hat g_F]-g=-\int_0^\infty\frac{e^{-t}-\langle e^{-ty/n}\rangle_0^{\,n}}{t}\,dt .$$

Equation (2) shows what makes the average difficult. The integrand $e^{-w}\rho_0$ is proportional to $\rho_1$, so the average is carried by configurations typical of state 1, which sampling of state 0 must find by chance. If $w$ is Gaussian in state 0 with mean $m_0$ and variance $s^2$, then $\langle e^{-kw}\rangle_0=e^{-km_0+k^2s^2/2}$. This gives $g=m_0-s^2/2$ and $v_0=e^{s^2}-1$: the number of samples needed for a given leading bias grows exponentially with the variance of $w$.

## First derivation: least variance

Let $a(x)$ be any weight for which the following averages exist and do not vanish. Equation (2) in the form $\rho_0e^{-w}=e^{-g}\rho_1$ gives

$$\langle a\,e^{-w}\rangle_0=e^{-g}\langle a\rangle_1
\quad\Longrightarrow\quad
e^{-g}=\frac{\langle a\,e^{-w}\rangle_0}{\langle a\rangle_1}.\tag{3}$$

The choice $a=1$ is the forward estimator and $a=e^{w}$ is the reverse one. Take $n_0$ and $n_1$ independent samples from the two states and replace the averages by sample means. To leading order the variance of a logarithm is the relative variance of its argument, and the two sample sets are independent, so

$$\mathrm{Var}\,\hat g\simeq
\frac{\langle a^2e^{-2w}\rangle_0}{n_0\langle ae^{-w}\rangle_0^2}
+\frac{\langle a^2\rangle_1}{n_1\langle a\rangle_1^2}
-\frac1{n_0}-\frac1{n_1}.$$

Let $J=\int a\rho_1dx$. By (2), $\langle a^2e^{-2w}\rangle_0=e^{-2g}\int a^2\rho_1^2/\rho_0\,dx$ and $\langle ae^{-w}\rangle_0^2=e^{-2g}J^2$. The factors $e^{-2g}$ cancel, leaving

$$\mathrm{Var}\,\hat g\simeq\frac{\int a^2D\,dx}{J^2}-\frac1{n_0}-\frac1{n_1},\qquad
D=\frac{\rho_1^2}{n_0\rho_0}+\frac{\rho_1}{n_1}=\frac{\rho_1(n_0\rho_0+n_1\rho_1)}{n_0n_1\rho_0}.$$

Write $J=\int(a\sqrt D)(\rho_1/\sqrt D)\,dx$ and apply the Cauchy–Schwarz inequality:

$$J^2\le\int a^2D\,dx\int\frac{\rho_1^2}{D}\,dx=S\int a^2D\,dx,\qquad
S=\int\frac{n_0\rho_0\,n_1\rho_1}{n_0\rho_0+n_1\rho_1}\,dx .$$

Therefore, at leading order,

$$\mathrm{Var}\,\hat g\ \ge\ \frac1S-\frac1{n_0}-\frac1{n_1}.\tag{4}$$

Equality requires $a\sqrt D\propto\rho_1/\sqrt D$, that is

$$a\propto\frac{\rho_1}{D}\propto\frac{\rho_0}{n_0\rho_0+n_1\rho_1}\propto\frac{1}{1+(n_1/n_0)e^{g-w}} .$$

The weight was allowed to depend on the whole configuration, yet the best one depends on $w$ alone. With $f(z)=1/(1+e^z)$ and $M=\ln(n_0/n_1)$ it is $a=f(g-M-w)$. Moreover

$$a\,e^{-w}=e^{M-g}\,\frac{e^{g-M-w}}{1+e^{g-M-w}}=e^{M-g}f(M+w-g).$$

The best weight contains the unknown $g$. Inserting it in (3) with sample means, and requiring that the $g$ in the weight equal the resulting estimate, cancels $e^{-g}$ on both sides:

$$1=e^{M}\,\frac{n_0^{-1}\sum_0f(M+w-g)}{n_1^{-1}\sum_1f(g-M-w)} .$$

Since $e^M=n_0/n_1$, the prefactors cancel too, and Bennett's equation remains:

$$\sum_{0}f(M+w-g)=\sum_{1}f(g-M-w).\tag{5}$$

Here $\sum_0$ and $\sum_1$ run over the samples of each state. Let $H(g)$ be the left side minus the right. Because $f$ decreases, $H$ rises steadily from $-n_1$ to $n_0$, so there is one root.

Using an estimated $g$ in the weight could have spoiled the minimum. To see that it does not, let $p=f(M+w-g)=n_1\rho_1/(n_0\rho_0+n_1\rho_1)$ at the true $g$. Then $\langle p\rangle_0=S/n_0$ and $\langle1-p\rangle_1=S/n_1$, so $E[H]=0$. The slope is the sum of $p(1-p)$ over all samples, with expectation $\int(n_0\rho_0+n_1\rho_1)p(1-p)\,dx=S$. The variance is

$$\mathrm{Var}\,H=\int\left[n_0\rho_0p^2+n_1\rho_1(1-p)^2\right]dx-\frac{S^2}{n_0}-\frac{S^2}{n_1}.$$

The bracket equals $n_0\rho_0n_1\rho_1(n_1\rho_1+n_0\rho_0)/(n_0\rho_0+n_1\rho_1)^2$, whose integral is $S$. Linearizing $H$ about the true $g$ gives $\mathrm{Var}\,\hat g\simeq\mathrm{Var}\,H/S^2$, which is the bound (4).

Two limits show how (5) works. If $n_0\gg n_1$, so that $(n_1/n_0)e^{g-w}\ll1$ for all relevant $w$, then $f(M+w-g)\simeq(n_1/n_0)e^{g-w}$ and $f(g-M-w)\simeq1$. Equation (5) becomes $e^{g}n_0^{-1}\sum_0e^{-w}=1$, the forward estimator. If instead $\rho_0$ and $\rho_1$ hardly overlap, $S$ tends to zero and the variance estimate diverges. At this order no choice of weight in (3) repairs this. The remedy is to take many more samples or to insert intermediate states that overlap better.

## Second derivation: greatest likelihood

The same equation follows without mentioning variance. Suppose nothing is known about the distribution of $w$ in state 0. By (2), the distribution in state 1 is that of state 0 multiplied by $e^{-w}$ and normalized again. We ask which distribution makes all observed values most probable.

Give the $n_0+n_1$ observed values $w_i$ positive weights $u_i=e^{\theta_i}$, and define $P=\sum_iu_i$ and $R=\sum_iu_ie^{-w_i}$, summed over both sample sets. The probability of $w_i$ is $u_i/P$ in state 0 and $u_ie^{-w_i}/R$ in state 1. Weight placed on unobserved values would raise $P$ and $R$ and so lower these probabilities; it is set to zero. The logarithm of the likelihood is

$$\mathcal L=\sum_i\theta_i-n_0\ln P-n_1\ln R-\sum_{1}w,$$

and the estimate of $g$ follows from $e^{-g}=\langle e^{-w}\rangle_0=R/P$.

The second derivative of $\ln\sum_ie^{\theta_i}$ along any direction in $\theta$ is a variance, hence not negative. The same holds for $\ln R$, so $\mathcal L$ is concave and a stationary point is a global maximum. Setting $\partial\mathcal L/\partial\theta_i=0$ gives

$$1=n_0\frac{u_i}{P}+n_1\frac{u_ie^{-w_i}}{R}.$$

With $p_i=u_i/P$ and $P/R=e^{g}$ this reads

$$p_i=\frac{1}{n_0+n_1e^{g-w_i}}=\frac1{n_0}f(g-M-w_i).$$

The probabilities must sum to one, so $\sum_0f(g-M-w)+\sum_1f(g-M-w)=n_0$. Move the first sum to the right, write $n_0=\sum_01$, and use $1-f(z)=f(-z)$:

$$\sum_1f(g-M-w)=\sum_0\left[1-f(g-M-w)\right]=\sum_0f(M+w-g).$$

This is (5), including the offset $M$, which here comes from the two normalizations.

## The chain behind the opening numbers

The model is a periodic chain of $N=8$ atoms, five A and three B, with equal springs $K=0.1$ hartree/bohr². An AA bond has rest length 5.0 bohr, and each B end adds $\delta=0.2$ bohr. Each pair of unlike neighbours contributes $-0.002$ hartree. The total length is fixed at 41.2 bohr. Six B ends give a total rest length $8(5.0)+6(0.2)=41.2$ bohr, so state 0 is free of mean stress.

Changing A to B lengthens two rest lengths by $\delta$. If $e_1,e_2$ are the extensions of these bonds, the strain part of $w$ is

$$\beta\frac K2\sum_{j=1}^2\left[(e_j-\delta)^2-e_j^2\right]=\beta K\delta^2-\beta K\delta(e_1+e_2).$$

In state 0 the mean extensions vanish, and $\beta K\delta^2=0.1(0.04)/0.004=1$. The mean of $w$ is 1.007, so the neighbour energies contribute 0.007. At fixed length the extensions fluctuate as independent variables of variance $kT/K$ with their common mean removed, so $e_1+e_2$ has variance $(kT/K)(2-4/N)$. The strain part of $w$ thus has variance $\beta K\delta^2(2-4/8)=1.5$. The total variance is 1.91; the remaining 0.41 comes from the neighbour energies, since the strain fluctuations do not depend on the arrangement.

The reference value of $g$ comes from summing all 56 arrangements of state 0 and 70 of state 1, with the fixed-length integrals over bond lengths done by numerical quadrature. The ratio of the sums is 1.1812. Dividing by $N_A/(N_B+1)=5/4$ gives $e^{-g}=0.9449$ and $g=0.0566$.

This small number is a near cancellation. In state 1 the rest lengths exceed the chain length by $2\delta=0.4$ bohr. Shared equally among eight bonds, this costs $K(0.4)^2/(2\cdot8)=0.001$ hartree, or $0.25\,kT$. The neighbour energies must therefore supply $0.057-0.25=-0.19$ in units of $kT$.

For a mass ratio $m_B/m_A=2$ and $d=1$, equation (1) gives, in millihartree,

$$\Delta\mu=0.227-0.893-1.386=-2.052,$$

or $-0.056$ eV. The forward bias of $0.055\,kT=0.22$ millihartree is nearly as large as the sampled term and about 11% of the magnitude of $\Delta\mu$.

The relative variances are $v_0=5.40$ and $v_1=5.68$, from quadrature over the distributions of $w$. For 40 samples the leading bias is $5.40/80=0.067$ forward and $-5.68/80=-0.071$ in reverse. The integral formula gives $0.055$ and $-0.057$, so the leading term overstates the size by 22% and 25% of these values. A small ratio $v_0/n=0.13$ does not make the expansion accurate, because $e^{-w}$ has a long upper tail. In state 0 the third central moment of $y$ is $\mu_3=216$. At second order in $1/n$ it adds $-\mu_3/(3n^2)=-0.045$ to the forward bias, while the variance adds only $3v_0^2/(4n^2)=+0.014$. The fourth moment brings in a still larger contribution, $+0.16$, so the truncated series is unreliable at $n=40$ and the integral is needed.

The Gaussian formula with $s^2=1.91$ would give $v_0=5.7$, close to the actual 5.40. It also shows how size mismatch hurts: doubling $\delta$ raises the strain variance from 1.5 to 6, and $e^{s^2}-1$ for that part alone from 3.5 to about 400.

Over 20,000 repetitions at a total of 40 samples, the errors in $g$ were:

| Estimator | Mean error | Standard deviation |
|---|---:|---:|
| Forward, 40 | $+0.057$ | 0.324 |
| Reverse, 40 | $-0.055$ | 0.326 |
| Bennett, 20 + 20 | $+0.001$ | 0.225 |

The mean error of Bennett's estimate has a standard error of 0.002, so no bias is resolved. Most of each root-mean-square error is scatter, not bias. The bound (4) compares weights at given $n_0$ and $n_1$; the advantage at equal total number is a result for this model.

A direct comparison of weights uses $n_0=300$ and $n_1=100$. The leading-order variance of $g$ is 0.0056 for Bennett's weight, 0.0081 for $a=e^{w/2}$, 0.018 for the forward weight and 0.057 for the reverse weight. The scatter of Bennett estimates over repeated data sets gave 0.0055.

## What each derivation assumes

Both derivations rest on (2): the two states are equilibrated at the same temperature, and $w$ is computed with the same energy function that generated the samples. Both also take the samples as independent.

The first derivation restricts the estimators to the form (3) and assumes enough samples for linear error propagation. In return it supplies the variance (4) and shows what is being minimized. The second needs neither a chosen form nor a large sample to reach (5), but it takes likelihood as its criterion. It can also supply an error estimate, though this takes a further step: maximize $\mathcal L$ over the weights at each fixed $g$, and take the curvature of the resulting function of $g$ at its peak. For large independent samples, the inverse of minus this curvature approaches the right side of (4).

Correlated samples separate the equation from its optimality. The balance $n_0\langle p\rangle_0=n_1\langle1-p\rangle_1=S$ involves only single-configuration averages, so (5) still leads to the right $g$ when both sets of averages converge. The variance (4) and the claim of least variance no longer follow. This matters when every A atom of one stored configuration is transmuted, since the resulting values of $w$ are correlated.

Neither derivation promises an unbiased result in a finite sample. For $n_0=n_1=1$, equation (5) reads $f(w_0-g)=f(g-w_1)$. Since $f$ is monotonic, $g=(w_0+w_1)/2$. If $w$ is Gaussian in state 0, equation (2) shifts its mean to $m_0-s^2$ in state 1, and the expected midpoint is $m_0-s^2/2=g$, without bias. In the chain the means are 1.0068 and $-0.8861$, with midpoint 0.0604, which exceeds $g=0.0566$ by 0.004. The bias is small here, but it is not zero.
